# Floquet quasienergies from Fourier blocks and from the half-period propagator: verification in Python

```python
# Result under test: for H(t) = H0 + F X cos(omega t) with parity P
# (P H0 P = H0, P X P = -X), truncated Fourier-block diagonalization and the
# logarithm of the propagator give the same quasienergies. In one sector of
# generalized parity (P combined with a half-period shift) they agree modulo
# 2 omega, the second road being the half-period map W = P U(T/2).
# Also tested: a bound on Fourier components that fixes the harmonic cutoff,
# an error certificate r^2/delta, replica selection and branch tracking.
# Symbols: F field amplitude (eV/angstrom), X position (angstrom),
# OMEGA photon energy (eV), M harmonic cutoff, z = F x_max / OMEGA.
# Energies are in eV and time enters only through the phase omega t.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, schur
from scipy.optimize import brentq, linear_sum_assignment, minimize_scalar
from scipy.special import jn_zeros

OMEGA = 0.30
SPACING = 10.0
J_INNER, J_OUTER, E_OUTER = 0.05, 0.02, 0.56
sites = SPACING * np.array([-1.5, -0.5, 0.5, 1.5])
X = np.diag(sites)
X_MAX = sites.max()
H0 = np.diag([E_OUTER, 0.0, 0.0, E_OUTER])
for left, hop in enumerate([J_OUTER, J_INNER, J_OUTER]):
    H0[left, left + 1] = H0[left + 1, left] = -hop
P = np.fliplr(np.eye(4))
EVEN = (np.eye(4) + P)[:, :2] / np.sqrt(2)
ODD = (np.eye(4) - P)[:, :2] / np.sqrt(2)
static_levels = np.linalg.eigvalsh(H0)
E_MIN, E_MAX = static_levels[0], static_levels[-1]


def circ(value, period):
    """Signed distance on a circle of the given period."""
    return (value + period / 2) % period - period / 2


# ---------- road 1: time propagation ----------
def half_period(F, omega=OMEGA, steps=200, start=0.0, tilt=0.0):
    """Propagator over half a period, fourth-order commutator-free scheme."""
    h = np.pi / steps
    base = start + h * np.arange(steps)
    early = np.cos(base + h * (0.5 - np.sqrt(3) / 6))
    late = np.cos(base + h * (0.5 + np.sqrt(3) / 6))
    big, small = 0.25 + np.sqrt(3) / 6, 0.25 - np.sqrt(3) / 6
    weights = np.empty(2 * steps)
    weights[0::2] = big * early + small * late
    weights[1::2] = small * early + big * late
    generators = (H0 + tilt * X) / 2 + F * weights[:, None, None] * X
    e, v = np.linalg.eigh(generators)
    factors = (v * np.exp(-1j * h / omega * e)[:, None, :]) @ v.transpose(0, 2, 1)
    while len(factors) > 1:
        if len(factors) % 2:
            factors = np.concatenate([factors, np.eye(4, dtype=complex)[None]])
        factors = factors[1::2] @ factors[0::2]
    return factors[0]


def plus_levels(F, omega=OMEGA, steps=200):
    """Plus-sector quasienergies in [-omega, omega), sorted, and u(0)."""
    triangle, vectors = schur(P @ half_period(F, omega, steps), output="complex")
    eps = circ(-omega / np.pi * np.angle(np.diag(triangle)), 2 * omega)
    order = np.argsort(eps)
    return eps[order], vectors[:, order]


def full_period(F, steps=200, tilt=0.0):
    second = half_period(F, steps=steps, start=np.pi, tilt=tilt)
    return second @ half_period(F, steps=steps, tilt=tilt)


def log_levels(F, steps=200, tilt=0.0):
    """Quasienergies modulo omega from the logarithm of U(T)."""
    triangle, _ = schur(full_period(F, steps, tilt), output="complex")
    return np.sort(-OMEGA / (2 * np.pi) * np.angle(np.diag(triangle)))


def smallest_gap(levels, period):
    ordered = np.sort(levels % period)
    return np.diff(np.append(ordered, ordered[0] + period)).min()


# ---------- road 2: truncated Fourier blocks ----------
def fourier_modes(F, M, sign=None):
    """Eigenvalues and components c[n + M, site, state]; sign picks a sector."""
    n = np.arange(-M, M + 1)
    size = len(n)
    neighbours = np.eye(size, k=1) + np.eye(size, k=-1)
    K = (np.kron(np.eye(size), H0) + np.kron(np.diag(n * OMEGA), np.eye(4))
         + np.kron(neighbours, F * X / 2))
    if sign is None:
        basis = np.eye(4 * size)
    else:
        basis = block_diag(*[EVEN if sign * (1 - 2 * (k % 2)) > 0 else ODD
                             for k in n])
    lam, vec = np.linalg.eigh(basis.T @ K @ basis)
    return lam, (basis @ vec).reshape(size, 4, -1)


def in_window(lam, width):
    return (lam >= -OMEGA / 2) & (lam < -OMEGA / 2 + width)


def mismatch(lam, reference, period):
    """Worst distance if lam holds one member of every class, else infinity."""
    distance = np.abs(circ(lam[:, None] - reference[None, :], period))
    if len(lam) != len(reference):
        return np.inf
    if len(set(distance.argmin(axis=1))) != len(reference):
        return np.inf
    return distance.min(axis=1).max()


print(f"photon energy {OMEGA:.2f} eV, well spacing {SPACING:.1f} angstrom")
print(f"tunnelling: inner {J_INNER:.2f} eV, outer {J_OUTER:.2f} eV")
print(f"outer wells raised by {E_OUTER:.2f} eV")
print("static levels (eV):", " ".join(f"{e:.5f}" for e in static_levels))

# ---------- the two roads agree ----------
F_DEMO = 0.08
W = P @ half_period(F_DEMO)
assert np.abs(W @ W - full_period(F_DEMO)).max() < 1e-10
worst_sector = 0.0
for F in (0.01, 0.03, 0.05, 0.08, 0.10):
    lam, _ = fourier_modes(F, 25, +1)
    reference, _ = plus_levels(F, steps=1000)
    worst_sector = max(worst_sector, mismatch(lam[in_window(lam, 2 * OMEGA)],
                                              reference, 2 * OMEGA))
assert worst_sector < 1e-9
lam_full, _ = fourier_modes(F_DEMO, 25)
worst_full = mismatch(lam_full[in_window(lam_full, OMEGA)],
                      log_levels(F_DEMO, 1000), OMEGA)
assert worst_full < 1e-9
lam_minus, _ = fourier_modes(F_DEMO, 25, -1)
reference_demo, _ = plus_levels(F_DEMO, steps=1000)
assert mismatch(lam_minus[in_window(lam_minus, 2 * OMEGA)],
                reference_demo + OMEGA, 2 * OMEGA) < 1e-9
print(f"Fourier vs W, five fields, M=25: max diff {worst_sector:.1e} eV")
print(f"Fourier vs log U(T), F={F_DEMO:.2f} eV/angstrom: {worst_full:.1e} eV")
print(f"matrix size at M=25: full {len(lam_full)}, sector {len(lam_minus)}")

lam, _ = fourier_modes(0.10, 30, +1)
converged = lam[in_window(lam, 2 * OMEGA)]
step_errors = [mismatch(plus_levels(0.10, steps=s)[0], converged, 2 * OMEGA)
               for s in (20, 40)]
assert step_errors[0] / step_errors[1] > 10
print(f"propagator error, F=0.10: 20 steps per half period {step_errors[0]:.1e} eV")
print(f"propagator error, F=0.10: 40 steps per half period {step_errors[1]:.1e} eV")


# ---------- decay of Fourier components and the cutoff ----------
def component_bound(order, offset, z):
    nu = order - offset
    if nu <= z:
        return 1.0
    return np.exp(-(nu * np.arccosh(nu / z) - np.sqrt(nu**2 - z**2)))


for F in (0.02, 0.10, 0.40):
    M = 45
    lam, c = fourier_modes(F, M, +1)
    for state in np.flatnonzero(in_window(lam, 2 * OMEGA)):
        norms = np.linalg.norm(c[:, :, state], axis=1)
        for n in range(-M, M + 1):
            if n == 0 or norms[n + M] < 1e-12:
                continue
            offset = (lam[state] - E_MIN if n > 0 else E_MAX - lam[state]) / OMEGA
            limit = component_bound(abs(n), offset, F * X_MAX / OMEGA)
            assert norms[n + M] <= limit * (1 + 1e-9)


def sufficient_cutoff(F, tolerance):
    """Cutoff at which the bound secures every true level in the window."""
    z = F * X_MAX / OMEGA
    up, down = 1.5 - E_MIN / OMEGA, 0.5 + E_MAX / OMEGA
    for M in range(1, 200):
        bounds = np.array([[component_bound(k, up, z), component_bound(k, down, z)]
                           for k in range(M + 1, M + 61)])
        tail = np.sum(bounds**2)
        if tail < 0.5:
            residual = F * X_MAX / 2 * np.linalg.norm(bounds[0])
            if residual / np.sqrt(1 - tail) < tolerance:
                return M
    raise RuntimeError("no cutoff found")


TOLERANCE = 1e-8
print(f"cutoff M for error below {TOLERANCE:.0e} eV (F in eV/angstrom):")
for F in (0.02, 0.05, 0.10, 0.20, 0.40):
    reference, _ = plus_levels(F, steps=2000)
    enough = sufficient_cutoff(F, TOLERANCE)
    needed = None
    for M in range(1, enough + 1):
        lam, _ = fourier_modes(F, M, +1)
        error = mismatch(lam[in_window(lam, 2 * OMEGA)], reference, 2 * OMEGA)
        if needed is None and error < TOLERANCE:
            needed = M
    assert error < TOLERANCE
    z = F * X_MAX / OMEGA
    assert needed is not None and z < needed <= enough
    print(f"  F={F:.2f} z={z:.1f}: needed {needed}, from bound {enough}")

# ---------- error certificate for every truncated eigenvalue ----------
F_CERT = 0.10
reference, _ = plus_levels(F_CERT, steps=2000)
print(f"window of 2 omega at F={F_CERT:.2f} eV/angstrom (4 levels are true):")
for M in range(3, 21):
    lam, c = fourier_modes(F_CERT, M, +1)
    distance = np.sort(np.abs(circ(lam[:, None] - reference, 2 * OMEGA)), axis=1)
    r_squared = (np.linalg.norm(F_CERT / 2 * X @ c[0], axis=0)**2
                 + np.linalg.norm(F_CERT / 2 * X @ c[-1], axis=0)**2)
    certificate = r_squared / distance[:, 1]
    assert np.all(distance[:, 0] <= certificate + 1e-9)
    if M in (4, 6, 8, 10, 12):
        w = in_window(lam, 2 * OMEGA)
        print(f"  M={M}: count {w.sum()}, error {distance[w, 0].max(initial=0):.1e} eV,"
              f" certificate {certificate[w].max(initial=0):.1e} eV")

# ---------- replica selection and the mean harmonic ----------
M = 25
lam, c = fourier_modes(F_DEMO, M, +1)
mean_n = np.einsum("n,nsk->k", np.arange(-M, M + 1), np.abs(c)**2)
by_harmonic = (mean_n >= -0.5) & (mean_n < 1.5)
assert mismatch(lam[by_harmonic], reference_demo, 2 * OMEGA) < 1e-9
d_omega = 1e-4
hartree = physical_constants["Hartree energy in eV"][0]
bohr = physical_constants["Bohr radius"][0] * 1e10
print(f"plus-sector levels at F={F_DEMO:.2f} eV/angstrom:")
for state in np.flatnonzero(in_window(lam, 2 * OMEGA)):
    shifted = []
    for omega in (OMEGA - d_omega, OMEGA + d_omega):
        levels, _ = plus_levels(F_DEMO, omega, 1000)
        offsets = circ(levels - lam[state], 2 * omega)
        shifted.append(offsets[np.argmin(np.abs(offsets))])
    slope = (shifted[1] - shifted[0]) / (2 * d_omega)
    assert abs(slope - mean_n[state]) < 1e-3
    print(f"  eps {lam[state]:.6f} eV ({lam[state] / hartree:.7f} hartree),"
          f" mean n {mean_n[state]:.4f},"
          f" mean energy {lam[state] - mean_n[state] * OMEGA:.5f} eV")

# ---------- branch tracking by cyclic order on the 2 omega circle ----------
fields = np.linspace(0.0, 0.10, 201)
eps, vec = plus_levels(fields[0])
tracks, states = [eps], [vec]
for F in fields[1:]:
    eps, vec = plus_levels(F)
    options = []
    for shift in range(4):
        rolled = np.roll(eps, shift)
        move = circ(rolled - tracks[-1], 2 * OMEGA)
        options.append((np.abs(move).sum(), shift, tracks[-1] + move))
    _, shift, new = min(options, key=lambda item: item[0])
    tracks.append(new)
    states.append(np.roll(vec, shift, axis=1))
tracks = np.array(tracks)
largest_step = np.abs(np.diff(tracks, axis=0)).max()
assert largest_step < 2e-3
zone = np.floor((tracks + OMEGA) / (2 * OMEGA))
jumps = int(np.abs(np.diff(zone, axis=0)).sum())
assert jumps >= 1


def overlap_assignment(old, new):
    return linear_sum_assignment(-np.abs(old.conj().T @ new)**2)[1]


for old, new in zip(states[:-1], states[1:]):
    assert np.array_equal(overlap_assignment(old, new), np.arange(4))
print(f"scan to {fields[-1]:.2f} eV/angstrom in steps of {fields[1]:.4f}:")
print(f"  largest tracked change per step {largest_step:.1e} eV")
print(f"  2 omega jumps of the principal logarithm: {jumps}")

# ---------- avoided crossing inside one sector ----------
pairs = [(a, b) for a in range(4) for b in range(a + 1, 4)]
pair_gaps = {p: np.abs(circ(tracks[:, p[0]] - tracks[:, p[1]], 2 * OMEGA))
             for p in pairs}
close_pair = min(pairs, key=lambda p: pair_gaps[p].min())
near = fields[pair_gaps[close_pair].argmin()]
best = minimize_scalar(lambda F: smallest_gap(plus_levels(F)[0], 2 * OMEGA),
                       bounds=(max(near - 0.002, 0.0), near + 0.002),
                       method="bounded", options={"xatol": 1e-8})
assert best.fun > 1e-4
coarse_index = 130
coarse = overlap_assignment(states[0], states[coarse_index])
moved = tuple(np.flatnonzero(coarse != np.arange(4)))
assert moved == close_pair
print(f"avoided crossing: F={best.x:.5f} eV/angstrom, gap {best.fun * 1e3:.3f} meV")
print(f"one overlap step 0 to {fields[coarse_index]:.3f} eV/angstrom swaps"
      f" branches {moved[0] + 1} and {moved[1] + 1}")

# ---------- exact crossings between sectors ----------
crossings = []
for a, b in pairs:
    def separation(F, a=a, b=b):
        levels, _ = plus_levels(F)
        chosen = []
        for k in (a, b):
            guess = np.interp(F, fields, tracks[:, k])
            chosen.append(levels[np.argmin(np.abs(circ(levels - guess, 2 * OMEGA)))])
        return circ(chosen[0] - chosen[1] - OMEGA, 2 * OMEGA)
    g = circ(tracks[:, a] - tracks[:, b] - OMEGA, 2 * OMEGA)
    for i in np.flatnonzero((g[:-1] * g[1:] < 0) & (np.abs(g[:-1]) < OMEGA / 2)):
        root = brentq(separation, fields[i], fields[i + 1], xtol=1e-13)
        value = circ(np.interp(root, fields, tracks[:, a]), OMEGA)
        crossings.append((root, a, b, value))
crossings.sort()
assert crossings
print("exact crossings in the omega zone:")
for root, a, b, value in crossings:
    gap = smallest_gap(log_levels(root), OMEGA)
    assert gap < 1e-8
    print(f"  F={root:.5f} eV/angstrom, branches {a + 1},{b + 1},"
          f" eps {value:.5f} eV")
estimate = jn_zeros(0, 1)[0] * OMEGA / SPACING
closest = min(crossings, key=lambda item: abs(item[0] - estimate))
assert abs(closest[0] / estimate - 1) < 0.05
print(f"Bessel-zero estimate of the field: {estimate:.5f} eV/angstrom")
print(f"crossing nearest to it: {closest[0]:.5f} eV/angstrom"
      f" = {closest[0] * bohr / hartree:.6f} a.u.")

# a static tilt breaks generalized parity and must open the crossing
TILT = 2e-4
nearby = closest[0] + np.linspace(-0.003, 0.003, 61)
opened = min(smallest_gap(log_levels(F, tilt=TILT), OMEGA) for F in nearby)
assert opened > 5e-4
print(f"static tilt {TILT:.4f} eV/angstrom: smallest gap nearby"
      f" {opened * 1e3:.3f} meV")
print("all tests passed")
```

Running it gives:

```
photon energy 0.30 eV, well spacing 10.0 angstrom
tunnelling: inner 0.05 eV, outer 0.02 eV
outer wells raised by 0.56 eV
static levels (eV): -0.05066 0.04922 0.56066 0.56078
Fourier vs W, five fields, M=25: max diff 4.0e-15 eV
Fourier vs log U(T), F=0.08 eV/angstrom: 3.7e-15 eV
matrix size at M=25: full 204, sector 102
propagator error, F=0.10: 20 steps per half period 2.4e-08 eV
propagator error, F=0.10: 40 steps per half period 1.5e-09 eV
cutoff M for error below 1e-08 eV (F in eV/angstrom):
  F=0.02 z=1.0: needed 7, from bound 11
  F=0.05 z=2.5: needed 10, from bound 15
  F=0.10 z=5.0: needed 14, from bound 20
  F=0.20 z=10.0: needed 20, from bound 29
  F=0.40 z=20.0: needed 33, from bound 43
window of 2 omega at F=0.10 eV/angstrom (4 levels are true):
  M=4: count 3, error 1.1e-01 eV, certificate 7.4e-01 eV
  M=6: count 4, error 5.8e-02 eV, certificate 4.3e-01 eV
  M=8: count 4, error 4.1e-03 eV, certificate 9.0e-02 eV
  M=10: count 4, error 6.7e-05 eV, certificate 2.5e-03 eV
  M=12: count 4, error 3.6e-07 eV, certificate 1.7e-05 eV
plus-sector levels at F=0.08 eV/angstrom:
  eps -0.041093 eV (-0.0015102 hartree), mean n -1.9283, mean energy 0.53740 eV
  eps 0.007984 eV (0.0002934 hartree), mean n -0.2672, mean energy 0.08815 eV
  eps 0.257600 eV (0.0094666 hartree), mean n -0.8244, mean energy 0.50493 eV
  eps 0.295510 eV (0.0108598 hartree), mean n 1.0200, mean energy -0.01049 eV
scan to 0.10 eV/angstrom in steps of 0.0005:
  largest tracked change per step 4.9e-04 eV
  2 omega jumps of the principal logarithm: 1
avoided crossing: F=0.02783 eV/angstrom, gap 2.046 meV
one overlap step 0 to 0.065 eV/angstrom swaps branches 2 and 3
exact crossings in the omega zone:
  F=0.01578 eV/angstrom, branches 3,4, eps -0.03924 eV
  F=0.03863 eV/angstrom, branches 2,4, eps -0.03956 eV
  F=0.07175 eV/angstrom, branches 1,3, eps 0.00121 eV
Bessel-zero estimate of the field: 0.07214 eV/angstrom
crossing nearest to it: 0.07175 eV/angstrom = 0.001395 a.u.
static tilt 0.0002 eV/angstrom: smallest gap nearby 2.099 meV
all tests passed
```
